# Voigt waves in an absorbing biaxial crystal

## Problem

Plane light waves with time factor $e^{-i\omega t}$ travel along a real unit vector $\mathbf s$ in a homogeneous crystal, with depth $z=\mathbf s\cdot\mathbf r$ and $k_0=2\pi/\lambda$. The crystal is linear, local and non-magnetic, and its relative permittivity is symmetric (no optical activity, no magnetic field). We also assume that $\mathrm{Re}\,\varepsilon$ and $\mathrm{Im}\,\varepsilon$ have the same real principal axes, as crystal symmetry ensures in orthorhombic and higher classes:

$$\varepsilon=\mathrm{diag}(\varepsilon_1,\varepsilon_2,\varepsilon_3),\qquad \mathrm{Im}\,\varepsilon_j\ge 0 .$$

The sign of the imaginary parts means absorption. The transverse field obeys $\mathbf E_t''+k_0^2M\mathbf E_t=0$ with a $2\times2$ matrix $M(\mathbf s)$.

(a) Choose $\varepsilon$ so that $M$ is defective, with a single eigenpolarization, in some direction, and find that direction. (b) Find the forward wave there for any initial polarization. (c) How strongly can the polarization change with depth?

## A tempting solution

A defective matrix needs a double eigenvalue $m$, so look for a direction where the two eigenvalues of $M$ coincide. Since $\varepsilon$ is symmetric, so is $M$, and a symmetric matrix is diagonalized by an orthogonal matrix $O$:

$$M=O\begin{pmatrix}m&0\\0&m\end{pmatrix}O^T=mI .$$

Every polarization is then an eigenvector and $\mathbf E_t(z)=e^{ik_0\sqrt m\,z}\mathbf E_t(0)$. Part (a) would be impossible, and the polarization would never change.

## Where it fails

The spectral theorem holds for real symmetric and for Hermitian matrices. With absorption $M$ is complex symmetric, which is neither. The matrix

$$S=\begin{pmatrix}1&i\sigma\\ i\sigma&-1\end{pmatrix},\qquad \sigma=\pm1,$$

is symmetric and non-zero, yet $S^2=0$: its diagonal entries are $1+(i\sigma)^2=0$ and its off-diagonal entries are $i\sigma-i\sigma=0$. Both eigenvalues vanish, but there is one eigenvector, $(1,i\sigma)$. So $M=mI+qS$ with $q\neq0$ has a double eigenvalue and is defective. It remains to see when a crystal produces it.

## The matrix M

Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k_0^2\varepsilon\mathbf E$. For fields depending on $z$ alone the left side is $\mathbf s\times(\mathbf s\times\mathbf E'')=-\mathbf E_t''$. Its component along $\mathbf s$ is zero, so $(\varepsilon\mathbf E)_s=0$ and

$$E_s=-\frac{\varepsilon_{st}\mathbf E_t}{\varepsilon_{ss}},\qquad M=\varepsilon_{tt}-\frac{\varepsilon_{ts}\varepsilon_{st}}{\varepsilon_{ss}} .$$

Let $\eta=\varepsilon^{-1}$ and $\mathbf d=\varepsilon\mathbf E$. Because $d_s=0$, the transverse part of $\mathbf E=\eta\mathbf d$ is $\mathbf E_t=\eta_t\mathbf d_t$, while $\mathbf d_t=M\mathbf E_t$. Hence $M=\eta_t^{-1}$, where $\eta_t$ is the transverse block of $\eta$.

## Directions with a double eigenvalue

Label the axes so that $c=\eta_3-\eta_1\ne0$, and define a complex angle $V=\theta+i\tau$, $0\le\theta\le\pi/2$, by

$$\sin^2V=\frac{\eta_2-\eta_1}{\eta_3-\eta_1}.$$

Then $\eta_1=\eta_2-c\sin^2V$ and $\eta_3=\eta_2+c\cos^2V$, so

$$\eta=\eta_2I+\frac c2(uv^T+vu^T),\quad u=(\sin V,0,\cos V),\quad v=(-\sin V,0,\cos V).$$

Products of $u$ and $v$ are taken without conjugation, so $u\cdot u=v\cdot v=1$. In the transverse plane the second term has trace $c\,u_t\cdot v_t$ and determinant $-\frac{c^2}{4}(u_t\times v_t)^2$. Its squared eigenvalue difference, trace squared minus four determinants, is

$$c^2\left[(u_t\cdot v_t)^2+(u_t\times v_t)^2\right]=c^2(u_t\cdot u_t)(v_t\cdot v_t).$$

Since $u_t\cdot u_t=1-(\mathbf s\cdot u)^2$, the eigenvalues coincide if and only if $\mathbf s\cdot u=\pm1$ or $\mathbf s\cdot v=\pm1$.

Write $u=\cosh\tau\,\hat p+i\sinh\tau\,\hat g$ with $\hat p=(\sin\theta,0,\cos\theta)$ and $\hat g=(\cos\theta,0,-\sin\theta)$. For real $\mathbf s$ and $\tau\ne0$, the condition on $u$ requires $\mathbf s\cdot\hat g=0$ and $\mathbf s\cdot\hat p=\pm1/\cosh\tau$. Up to reversal of the whole vector, this gives

$$\mathbf s_\pm=\mathrm{sech}\,\tau\,\hat p\pm\tanh\tau\,\hat y .$$

At $\tau=0$ both reduce to $\hat p$, an ordinary optic axis. The condition on $v$ gives the mirror images under $x\to-x$.

## Is M defective there?

On $\mathbf s_\pm$ we have $\mathbf s\cdot u=1$, so $u_t=u-\mathbf s$. With $\cosh\tau-\mathrm{sech}\,\tau=\sinh\tau\tanh\tau$,

$$u_t=\sinh\tau\,(\hat f+i\hat g),\qquad \hat f=\tanh\tau\,\hat p\mp\mathrm{sech}\,\tau\,\hat y .$$

The vector $\hat f$ is a unit vector normal to $\mathbf s$. From $\hat p\times\hat g=\hat y$ and $\hat y\times\hat g=-\hat p$ follows $\hat f\times\hat g=\pm\mathbf s_\pm$. In the right-handed transverse basis $(\hat f,\mathbf s\times\hat f)$ therefore $u_t=\sinh\tau\,(1,i\sigma)$, with $\sigma=\pm1$ for $\mathbf s_\pm$.

Put $X=V+\theta=2\theta+i\tau$. The components of $v$ are $v_f=\tanh\tau\cos X$ and $v_g=-\sin X$; in the chosen basis $v_t=(v_f,\sigma v_g)$. Multiplying out $\frac c2(u_tv_t^T+v_tu_t^T)$ gives

$$\eta_t=aI+wS,\quad a=\eta_2+\frac c2\sinh\tau(v_f+iv_g),\quad w=\frac c2\sinh\tau(v_f-iv_g).$$

Since $\cosh\tau=\cos i\tau$ and $i\sinh\tau=\sin i\tau$, the addition theorem yields

$$v_f-iv_g=\frac{i}{\cosh\tau}(\sin X\cosh\tau-i\sinh\tau\cos X)=\frac{i\sin2\theta}{\cosh\tau},$$

$$v_f+iv_g=-\frac{i}{\cosh\tau}(\sin X\cosh\tau+i\sinh\tau\cos X)=-\frac{i\sin2V}{\cosh\tau}.$$

Thus

$$w=\frac{ic}{2}\tanh\tau\sin2\theta,\qquad a=\eta_2-\frac{ic}{2}\tanh\tau\sin2V .$$

Because $S^2=0$, the inverse is

$$M=mI+qS,\qquad m=\frac1a,\qquad q=-\frac{w}{a^2}.$$

So $M$ is defective when $\tau\sin2\theta\neq0$. Since $\mathrm{Im}\sin^2V=\frac12\sin2\theta\sinh2\tau$, this says that $\sin^2V$ is not real: **the three numbers $1/\varepsilon_j$ must not lie on one line in the complex plane.** There are then four distinct singular axes. This criterion relies on the common real principal axes. In a monoclinic or triclinic crystal the axes of $\mathrm{Re}\,\varepsilon$ and $\mathrm{Im}\,\varepsilon$ generally differ, and singular axes can then exist even when the eigenvalues of $\varepsilon^{-1}$ lie on one line.

Absorption and biaxiality alone do not suffice. If the three $\eta_j$ have different real parts but a common imaginary part, the crystal is absorbing and biaxial, yet $w=0$. In that case the tempting solution is right.

## The wave

Let $n=\sqrt m$ with $\mathrm{Im}\,n>0$, so that the forward wave decays, and let $a_\pm=(1,\pm i\sigma)/\sqrt2$ be the two circular polarizations. Direct multiplication gives $Sa_+=0$ and $Sa_-=2a_+$. Try

$$\mathbf E_t=e^{ik_0nz}(a_-+i\beta z\,a_+).$$

Differentiating twice, with one cross term from the linear factor,

$$\mathbf E_t''=-k_0^2n^2\mathbf E_t-2k_0n\beta\,e^{ik_0nz}a_+,\qquad k_0^2M\mathbf E_t=k_0^2n^2\mathbf E_t+2k_0^2q\,e^{ik_0nz}a_+ .$$

The sum vanishes if and only if

$$\beta=\frac{k_0q}{n}.$$

This is the Voigt wave. The input $a_+$ keeps the plain form $e^{ik_0nz}a_+$. By superposition, any forward field is

$$\mathbf E_t(z)=e^{ik_0nz}\left[I+\frac{ik_0z\,q}{2n}S\right]\mathbf E_t(0),$$

where $\mathbf E_t(0)$ is the forward field just inside the entrance face.

## How strong can the effect be?

For unit input $a_-$ the created amplitude is $|\beta|z\,e^{-k_0z\,\mathrm{Im}\,n}$. Its derivative vanishes at $z_*=1/(k_0\,\mathrm{Im}\,n)$, where it equals $|q|/(e|n|\,\mathrm{Im}\,n)$.

Passivity limits $q$. For any $\mathbf E_t$ choose $E_s$ so that $d_s=0$. Then $\mathbf E^\dagger\varepsilon\mathbf E=\mathbf E_t^\dagger M\mathbf E_t$. Both matrices are symmetric, so taking imaginary parts gives $\mathbf E_t^\dagger(\mathrm{Im}M)\mathbf E_t=\mathbf E^\dagger(\mathrm{Im}\,\varepsilon)\mathbf E\ge0$. With $q=q'+iq''$,

$$\mathrm{Im}M=\mathrm{Im}\,m\,I+\begin{pmatrix}q''&\sigma q'\\ \sigma q'&-q''\end{pmatrix},$$

whose eigenvalues are $\mathrm{Im}\,m\pm|q|$. Hence $|q|\le\mathrm{Im}\,m=2\,\mathrm{Re}\,n\,\mathrm{Im}\,n$, and the created amplitude never exceeds $2\,\mathrm{Re}\,n/(e|n|)\le2/e$ of the input. The polarization itself can still change completely: the ratio of created to kept amplitude, $|\beta|z$, grows without limit, so an input $a_-$ turns towards $a_+$ while the whole wave decays.

The limit $|q|=\mathrm{Im}\,m$ is reached if $\varepsilon_2$ alone absorbs. The condition $E_y=0$ is one linear equation for the two components of $\mathbf E_t$, so some non-zero $\mathbf E_t$ suffers no absorption and the lower eigenvalue is zero.

## A definite crystal

Take $\lambda=600$ nm and $\varepsilon_j=(n_j+i\kappa_j)^2$ with

$$n_j=1.540,\ 1.550,\ 1.555,\qquad \kappa_j=(1,\ 10,\ 5)\times10^{-5}.$$

The inverses give $\eta_2-\eta_1=-5.4232\times10^{-3}-4.823\times10^{-5}i$ and $c=-8.0956\times10^{-3}-2.112\times10^{-5}i$, so

$$\sin^2V=0.6699+0.0042i,\qquad\theta=54.93^\circ,\qquad\tau=0.00448 .$$

The ratio is not real, so the construction succeeds. The axis $\mathbf s_+=(0.81846,0.00448,0.57454)$ leaves the $xz$ plane by $0.2565^\circ$. A numerical search for the double eigenvalue, using $M$ computed directly from $\varepsilon$, finds the same axis to $10^{-14}$ rad.

On it $m=2.4025+2.116\times10^{-4}i$ and $q\approx9.84\times10^{-5}i$, hence $\mathrm{Im}\,n=6.827\times10^{-5}$. With $k_0=10472\ \mathrm{mm^{-1}}$,

$$|\beta|=\frac{10472\times9.836\times10^{-5}}{1.550}=0.665\ \mathrm{mm^{-1}},\qquad z_*=\frac{1}{10472\times6.827\times10^{-5}}=1.40\ \mathrm{mm}.$$

The created amplitude at $z_*$ is $0.665\times1.40/e=0.342$; the passive bound for this $n$ is $0.736$.

| $z$ (mm) | kept $a_-$ | created $a_+$ | intensity ratio |
|---|---|---|---|
| 0.5 | 0.699 | 0.232 | 0.110 |
| 1.0 | 0.489 | 0.325 | 0.442 |
| 2.0 | 0.239 | 0.318 | 1.77 |

The ratio is $|\beta z|^2$: the common decay cancels, and doubling the depth multiplies it by four. This law alone does not identify a Voigt wave, because with circular input ordinary birefringence also starts quadratically. The distinguishing sign is one-way conversion: $a_-$ creates $a_+$, but $a_+$ creates no $a_-$, whereas birefringence without absorption converts both equally.

The plain exponential fails the three-component wave equation by $2|q|e^{-k_0z\,\mathrm{Im}\,n}$, which is $1.95\times10^{-4}$ at $k_0z=100$ in units of $k_0^2$ times the input amplitude. The Voigt field leaves $10^{-15}$. The defect is small locally, but it accumulates over $k_0z_*\approx1.5\times10^4$.

## Near the axis, and in a real plate

Tilt $\mathbf s_+$ by a small angle $\delta$ towards azimuth $\alpha$. Then $\mathbf s\cdot u=1+\delta\sinh\tau\,e^{i\sigma\alpha}+O(\delta^2)$, so $1-(\mathbf s\cdot u)^2$ is linear in $\delta$ for $\delta\ll|\tau|$, and the eigenvalues split as $\sqrt\delta$. At one azimuth, raising $\delta$ from $10^{-6}$ to $4\times10^{-6}$ rad multiplies the splitting by $2.000$. The field at fixed depth is nevertheless smooth in $\delta$, because $e^{ik_0z\sqrt M}$ is an analytic function of $M$ near $m\neq0$. Its change at $z_*$ grows by a factor of $10.0$ when $\delta$ goes from $10^{-6}$ to $10^{-5}$ rad. The Voigt wave is thus the limit of two interfering, nearly parallel eigenpolarizations.

The chosen $\kappa_j$ correspond to intensity absorption coefficients $4\pi\kappa_j/\lambda$ of about 2, 21 and 10 cm$^{-1}$, so a millimetre plate still transmits measurable light. The parameters are illustrative and describe no particular material. A real measurement breaks the assumptions of perfect alignment and fixed constants. For input $a_-$, relative to the field norm at $z_*$, with the common phase removed and all else held fixed, the field changes by up to $1.3\%$ for a misalignment of $0.01^\circ$, by $2.8\%$ if $n_2$ alone shifts by $10^{-5}$, and by $1.5\%$ if $\kappa_2$ is $5\%$ larger. Other inputs can be more sensitive: for $a_+$ the same three changes are $2.0\%$, $7.3\%$ and $4.0\%$. Most of this is newly created $a_-$, so in a real plate the one-way conversion is only approximate. A beam of 1 mm radius diverges by about $0.007^\circ$ in the crystal, less than that misalignment, and its lateral walk-off scale is 13 µm.

Internal reflections in a plate in air change the amplitude ratio $|\beta|z$ by up to $1.3\%$ near $z_*$. To estimate this, let $r=(n-1)/(n+1)$. The first echo makes one extra round trip, which multiplies its amplitude by $e^{-2}$, so relative to the direct wave it has amplitude $\rho$ with $|\rho|=|r|^2e^{-2}$. Its total path is three plate thicknesses, so its created part is tripled relative to its kept part. The amplitude ratio is therefore multiplied by $(1+3\rho)/(1+\rho)\approx1+2\rho$, a change of up to $2|r|^2e^{-2}$, in agreement with the computed value. In a crystal class that permits optical activity, $M$ is in general not symmetric, and the axes found here then no longer apply exactly. The remaining values are in the numerical output.

## Computed results

```
wavelength = 600 nm; photon energy = 2.0664 eV
k0 = 10471.976 1/mm
axis 1: n = 1.540, kappa = 1.0e-05, eps = 2.371600 + 3.0800e-05 i
axis 2: n = 1.550, kappa = 1.0e-04, eps = 2.402500 + 3.1000e-04 i
axis 3: n = 1.555, kappa = 5.0e-05, eps = 2.418025 + 1.5550e-04 i
eta1 = 0.42165627 -5.47606e-06 i
eta2 = 0.41623309 -5.37075e-05 i
eta3 = 0.41356065 -2.65955e-05 i
sin^2 V = 0.669902 +0.004210 i
theta = 54.9321 deg; tau = 0.004476 rad
singular axis s+ = (0.818463, 0.004476, 0.574542)
tilt of s+ out of xz plane = 0.2565 deg
axis, formula minus root search = 7.7e-15 rad
m = 2.402500 + 2.11632e-04 i
q = -2.73934e-07 +9.83629e-05 i; |q| = 9.83633e-05
M11-m = -2.73934e-07 +9.83629e-05 i
M12 = -9.83629e-05 -2.73934e-07 i
singular values of M-mI = 1.9673e-04, 6.3e-16
n = 1.550000 + 6.82685e-05 i
beta = -0.00182 +0.66455 i 1/mm; |beta| = 0.66455 1/mm
|q|/Im m = 0.4648 (passive limit 1)
largest |q|/Im m, 300 random tensors = 0.9474
|q|/Im m when only eps2 absorbs = 1.00000000
peak depth z* = 1.3988 mm
created amplitude at z* = 0.3420; bound = 0.7358
z = 0.5 mm: kept 0.6995, created 0.2324, intensity ratio 0.1104
z = 1.0 mm: kept 0.4892, created 0.3251, intensity ratio 0.4416
z = 2.0 mm: kept 0.2394, created 0.3181, intensity ratio 1.7665
wave-equation residual, Voigt field = 1.5e-15
residual without linear term = 1.954e-04
Maxwell propagation minus formula = 2.3e-12
eigenvalue splitting ratio, tilt x4 = 1.9997
field change ratio, tilt x10 = 10.000
Neglected effects, relative field change at z*:
  misalignment 0.01 deg, worst azimuth: 0.0129
  shift of n2 alone by 1e-05: 0.0280
  kappa2 larger by 5 %: 0.0148
beam radius 1.0 mm: divergence 0.0071 deg in crystal
lateral walk-off scale at z* = 12.79 um
plate echoes: change of amplitude ratio up to 1.27 %
echo estimate 2|r|^2 exp(-2) = 1.26 %
```
